# Thermal drift speed of atoms in a temperature gradient

## Problem

Atoms dissolved in a solid have the diffusion coefficient \(D=1\times10^{-13}\ \mathrm{m^2/s}\) at the temperature \(T=500\ \mathrm K\). Their heat of transport is \(Q^*=0.3\ \mathrm{eV}\), and the temperature gradient is \(G=dT/dx=1\times10^{5}\ \mathrm{K/m}\), with \(x\) pointing to the hot side.

1. Find the thermal drift speed and its direction.
2. Decide whether the mean position of one tagged atom moves with this velocity. Take \(0.8\ \mathrm{eV}\) for the activation energy of \(D\).
3. The atoms are confined to a layer of height \(L=100\ \mathrm{\mu m}\) with closed ends, at \(500\ \mathrm K\) in the middle. Find the final concentration ratio of the two ends and the time needed to approach it.
4. Compare the thermal drift with electromigration and with the effect of stress.

## What "drift speed" means

Let \(c\) be the number of atoms per volume and \(J\) their flux, counted positive towards the hot side. In one dimension we write

\[
J=-D\frac{dc}{dx}+v\,c . \tag{1}
\]

The first term is ordinary diffusion down the concentration gradient. The second remains when the concentration is uniform, and it defines the drift velocity: \(v=J/c\) at \(dc/dx=0\). This definition matters because \(D\) depends on temperature and hence on position. Part 2 shows that another reasonable definition of velocity gives another number.

We assume that the atoms are dilute, so that they do not hinder one another, that \(Q^*\) is constant, and that at first no other force acts.

## Part 1: the drift formula

**Jump rates.** Consider two neighbouring atomic planes a distance \(a\) apart. The left one is at temperature \(T_L\), the right one at \(T_R=T_L+aG\), and the point midway between them is at \(T\). To jump, an atom needs the activation energy \(E\). In a simple model this energy is collected from three places: \(H_s\) from the plane where the jump starts, \(H_m\) from the saddle point midway, and \(H_e\) from the plane where it ends, with \(E=H_s+H_m+H_e\). Each part enters a Boltzmann factor with its own local temperature. With a constant attempt frequency \(\nu\), the rates to the right and to the left are

\[
\Gamma_+=\nu\exp\!\left(-\frac{H_s}{kT_L}-\frac{H_m}{kT}-\frac{H_e}{kT_R}\right),
\]
\[
\Gamma_-=\nu\exp\!\left(-\frac{H_s}{kT_R}-\frac{H_m}{kT}-\frac{H_e}{kT_L}\right).
\]

For the jump to the left, the starting plane is the right one, so \(T_L\) and \(T_R\) have changed places. In the ratio of the rates the saddle part cancels:

\[
\ln\frac{\Gamma_+}{\Gamma_-}=-\frac{H_s-H_e}{k}\left(\frac1{T_L}-\frac1{T_R}\right).
\]

The bracket equals \((T_R-T_L)/(T_LT_R)\), which is \(aG/T^2\) to leading order in the small temperature step. Therefore

\[
\ln\frac{\Gamma_+}{\Gamma_-}=-\varepsilon,\qquad
\varepsilon=\frac{(H_s-H_e)\,aG}{kT^2}. \tag{2}
\]

**Meaning of \(H_s-H_e\).** In a jump, the starting plane gives up \(H_s\) and the arrival plane gives up \(H_e\). After the saddle the energy is released again. Near equilibrium the release is the time reverse of the collection for the opposite jump, so \(H_s\) is returned to the arrival plane and \(H_e\) to the starting plane. The net heat carried along with the atom is thus \(H_s-H_e\), and this is the heat of transport:

\[
Q^*=H_s-H_e .
\]

**Flux.** The number of atoms per area on a plane is \(a\) times the local concentration. With \(c\) and \(c'=dc/dx\) taken midway, the two planes hold \(a(c-ac'/2)\) and \(a(c+ac'/2)\). The net flux is

\[
J=a\left(c-\tfrac a2c'\right)\Gamma_+-a\left(c+\tfrac a2c'\right)\Gamma_- .
\]

Collecting the terms in \(c\) and in \(c'\) gives

\[
J=a(\Gamma_+-\Gamma_-)\,c-\tfrac{a^2}{2}(\Gamma_++\Gamma_-)\,c' .
\]

Let \(\Gamma=\sqrt{\Gamma_+\Gamma_-}\). By (2), \(\Gamma_\pm=\Gamma e^{\mp\varepsilon/2}\). For small \(\varepsilon\) the difference is \(\Gamma_+-\Gamma_-=-2\Gamma\sinh(\varepsilon/2)\approx-\Gamma\varepsilon\), and the sum is \(2\Gamma\cosh(\varepsilon/2)\approx2\Gamma\). Hence

\[
J=-a^2\Gamma\,c'-a\Gamma\varepsilon\,c .
\]

Comparison with (1) gives \(D=a^2\Gamma\) and \(v=-a\Gamma\varepsilon=-D\varepsilon/a\), so that

\[
\boxed{\,v=-\frac{D\,Q^*}{kT^2}\,\frac{dT}{dx}\,} \tag{3}
\]

The jump length has dropped out. The minus sign means that atoms with positive \(Q^*\) drift to the cold side; for negative \(Q^*\) they drift to the hot side, and for \(Q^*=0\) a uniform population has no net flux. The three-part division of \(E\) is a model that gives \(Q^*\) a meaning. If \(Q^*\) is instead defined by the flux law (1) with (3), the calculation of the speed does not depend on that model.

**Force form.** A force \(F\) along \(x\) does the work \(Fa/2\) on the way to the saddle. It multiplies the rates to the right and left by \(e^{\pm Fa/2kT}\). By the same expansion, at uniform temperature,

\[
v_F=a\Gamma\cdot2\sinh\frac{Fa}{2kT}\approx\frac{DF}{kT}. \tag{4}
\]

Setting \(v_F\) equal to (3) shows that the gradient acts on the flux like the force

\[
F_{\rm th}=-\frac{Q^*G}{T}. \tag{5}
\]

**Numbers.** With \(k=8.61733\times10^{-5}\ \mathrm{eV/K}\), the thermal energy is \(kT=0.04309\ \mathrm{eV}\). Then

\[
\frac{Q^*}{kT}=\frac{0.3}{0.04309}=6.963,\qquad
\frac GT=\frac{10^5}{500}=200\ \mathrm{m^{-1}},
\]
\[
|v|=10^{-13}\times6.963\times200\ \mathrm{m/s}
=1.39\times10^{-10}\ \mathrm{m/s}.
\]

The units agree: \(\mathrm{m^2/s}\) times \(\mathrm{m^{-1}}\) is \(\mathrm{m/s}\). The thermal drift speed is **0.14 nm/s, directed to the cold side**.

The expansion in \(\varepsilon\) is well justified. For a jump length of \(0.3\ \mathrm{nm}\), \(\varepsilon=4.18\times10^{-7}\): the drift is a very slight preference in a motion that is otherwise random. The jump rates themselves, evaluated without the expansion for \(H_s,H_m,H_e=0.5,\,0.1,\,0.2\ \mathrm{eV}\), also give \(-0.1393\ \mathrm{nm/s}\).

## Part 2: one tagged atom

Let \(p(x,t)\) be the probability density of the atom's position. It obeys \(\partial p/\partial t=-\partial J/\partial x\), with \(J=-D\,\partial p/\partial x+vp\). Far from the ends, \(p\) and \(J\) vanish at the limits of integration. One integration by parts gives

\[
\frac{d\langle x\rangle}{dt}=-\int x\frac{\partial J}{\partial x}\,dx=\int J\,dx .
\]

A second one, applied to the diffusion term, moves the derivative from \(p\) to \(D\):

\[
\frac{d\langle x\rangle}{dt}=\int\left(\frac{dD}{dx}+v\right)p\,dx\approx\frac{dD}{dx}+v ,
\]

where the last step holds for a packet narrow enough that the bracket hardly varies over it. Since \(D\propto e^{-E/kT}\), the chain rule gives \(dD/dx=D\,EG/(kT^2)\). Together with (3),

\[
\frac{d\langle x\rangle}{dt}=\frac{D(E-Q^*)}{kT^2}\,G . \tag{6}
\]

For \(E=0.8\ \mathrm{eV}\) this is \((0.5/0.3)\times0.139=0.232\ \mathrm{nm/s}\), and it is positive. The mean position of the tagged atom moves to the **hot** side, although a uniform population has a flux to the cold side.

The two statements answer different questions. A single atom sits on one plane and chooses between a hotter and a colder neighbour. Its starting temperature is the same for both choices, while the saddle and the arrival plane are warmer on the hot side, which favours that jump. The flux between two equally filled planes compares atoms that start at different temperatures. There the saddle is shared, and if \(H_s>H_e\) the atoms on the hotter plane cross more often.

In this hopping model \(E-Q^*=H_m+2H_e\). If none of the parts is negative, the mean position therefore does not move to the cold side as long as the atom is far from the ends. This bound belongs to the model: a measured \(Q^*\) in a metal can also contain contributions from the electrons and phonons that carry heat, and it need not be smaller than \(E\). Closed ends change the outcome as well. Once the atom has explored the whole layer of part 3, its probability density approaches the final profile there, \(p\propto1-|v|x/D\) to leading order with \(x\) measured from the middle. The mean position then lies on the cold side, at about \(-(|v|L/D)\,L/12\approx-1.2\ \mathrm{\mu m}\).

Neither velocity is easily seen in the path of one atom. In \(600\ \mathrm s\) the mean shift is \(139\ \mathrm{nm}\), while the random spread is \(\sqrt{2Dt}=\sqrt{1.2\times10^{-10}}\ \mathrm m\approx11\ \mathrm{\mu m}\), about eighty times larger.

Both results were tested on a layer of \(100\ \mathrm{\mu m}\) divided into 200 cells, with jumps between cells obeying the three-part rule. Starting from uniform filling, the amount that crossed the middle plane to the cold half in \(600\ \mathrm s\) was that contained in a slab \(83.59\ \mathrm{nm}\) thick; \(|v|t\) is \(83.55\ \mathrm{nm}\). A tagged atom released next to the middle had a mean shift of \(139.41\ \mathrm{nm}\) to the hot side, against \(139.25\ \mathrm{nm}\) from (6).

## Part 3: closed ends

**Final state.** When no atoms enter or leave, the steady flux is zero everywhere. Equation (1) then gives

\[
\frac1c\frac{dc}{dx}=\frac vD=-\frac{Q^*G}{kT^2}.
\]

Because \(d(1/T)/dx=-G/T^2\), the right-hand side is the derivative of \(Q^*/kT\). Integration yields

\[
c(x)\propto\exp\!\left(\frac{Q^*}{kT(x)}\right),\qquad
\frac{c_{\rm cold}}{c_{\rm hot}}=\exp\!\left[\frac{Q^*}{k}\left(\frac1{T_{\rm cold}}-\frac1{T_{\rm hot}}\right)\right]. \tag{7}
\]

The diffusion coefficient has cancelled, including its dependence on temperature. It sets how fast the state is reached, but not the state itself. The activation energy does not appear either, so the enrichment is at the cold end even though a tagged atom in the middle initially moves, on average, the other way.

The temperature difference is \(GL=10\ \mathrm K\), and the ends are at \(495\) and \(505\ \mathrm K\). The exponent is

\[
\frac{0.3}{8.617\times10^{-5}}\times\frac{10}{495\times505}=0.139,
\]

and the ratio is \(e^{0.139}=1.149\). The cold end finally holds about 15% more atoms per volume than the hot end. In the cell model the ratio of the first to the last cell is \(1.1486\), the same as (7) gives for the temperatures at those cell centres.

**Time.** The exponent is nearly equal to \(|v|L/D=0.139\). This number compares drift with diffusion over the height of the layer, and since it is small, diffusion governs the approach to the final state. We therefore neglect drift for the decaying part \(u\) of the profile. As a separate approximation we take \(D\) at its value in the middle, although it is about 17% lower at the cold end and 20% higher at the hot end; the cell model below checks this step. This leaves \(\partial u/\partial t=D\,\partial^2u/\partial x^2\). With closed ends the slope of \(u\) vanishes there. Measuring \(x\) from one end, the slowest solution that conserves the number of atoms is \(u\propto\cos(\pi x/L)\,e^{-t/\tau}\). Inserting it gives \(1/\tau=D\pi^2/L^2\), hence

\[
\tau=\frac{L^2}{\pi^2D}=\frac{10^{-8}}{9.87\times10^{-13}}\ \mathrm s\approx1.01\times10^4\ \mathrm s ,
\]

or about 2.8 hours. The cell model, which contains both neglected effects, gives \(10171\ \mathrm s\) instead of \(10132\ \mathrm s\).

**How far drift can carry.** At constant speed, \(0.14\ \mathrm{nm/s}\) amounts to \(12\ \mathrm{\mu m}\) per day. In the closed layer this flux does not last that long, because back-diffusion balances it after a few times \(\tau\). Drift becomes comparable with diffusion over the length \(D/|v|=1/(1392.5\ \mathrm{m^{-1}})\approx0.72\ \mathrm{mm}\). The temperature difference over this length is \(GD/|v|=kT^2/Q^*=500/6.963\approx72\ \mathrm K\), whatever the gradient. Over such a range \(D\) changes strongly, and a single drift speed no longer describes the layer.

## Part 4: the result beside a real case

The gradient and the height are roughly those of a high-lead solder joint in a flip-chip package, where a chip is connected to its carrier by small solder bumps. The values of \(D\) and \(Q^*\) are those of the exercise and are not assigned to a particular solute. The following estimates use round, rough parameters.

**Temperature.** At fixed gradient, \(|v|\propto e^{-E/kT}/T^2\). Its logarithm has the derivative \((E/kT-2)/T=(18.6-2)/500\approx0.033\) per kelvin. Between the middle and an end, \(5\ \mathrm K\) away, the speed thus changes by about 17%. The full expression gives \(0.118\ \mathrm{nm/s}\) at the cold end and \(0.164\ \mathrm{nm/s}\) at the hot end.

A temperature of \(500\ \mathrm K\) is high for electronics in service, for which \(400\ \mathrm K\) is a rough upper figure. With the same \(G\), \(Q^*\) and \(E\), lowering \(T\) to \(400\ \mathrm K\) multiplies the speed by

\[
\left(\frac{500}{400}\right)^2\exp\!\left[-\frac{0.8}{8.617\times10^{-5}}\left(\frac1{400}-\frac1{500}\right)\right]\approx1.56\times0.0096\approx0.015 .
\]

The drift would then be about \(0.002\ \mathrm{nm/s}\). The reduction comes from \(D\), which falls about a hundredfold; the factor \(1/T^2\) offsets a small part of it.

**Electromigration.** A powered joint also carries current. An atom with effective charge number \(Z^*\) feels a force of magnitude \(Z^*e\rho j\), where \(\rho\) is the resistivity and \(j\) the current density. For \(Z^*=10\), \(\rho=20\ \mathrm{\mu\Omega\,cm}\) and \(j=10^4\ \mathrm{A/cm^2}\), the field \(\rho j\) is \(20\ \mathrm{V/m}\) and the force is \(200\ \mathrm{eV/m}\). The thermal force (5) has the magnitude \(0.3\times200=60\ \mathrm{eV/m}\). By (4) the speeds stand in the same ratio: electromigration gives \(0.46\ \mathrm{nm/s}\), which is 3.3 times the thermal drift. The chosen \(\rho\) is close to that of lead at room temperature. At \(500\ \mathrm K\) the resistivity of lead is higher, but the force need not grow with it. In a metal the force comes mainly from electrons that scatter off the atom. For this part \(Z^*\) falls roughly as \(1/\rho\) when lattice vibrations raise the resistivity, so at fixed current density the force changes little. The estimate therefore rests on the product \(Z^*\rho\), and both values should refer to the same temperature.

To leading order the two velocities add with their signs. If the electric force points to the cold side, the total is \(0.60\ \mathrm{nm/s}\) in that direction. If it points to the hot side, the net drift is \(0.32\ \mathrm{nm/s}\) towards the hot side, and the thermal effect is outweighed. With the other parameters fixed, the two are equal in size at \(j=10^4/3.33\approx3\times10^3\ \mathrm{A/cm^2}\). The answer to part 1 is therefore the thermal contribution alone, not the total motion in a joint under such a current.

**Stress.** Suppose that each arriving atom must make room for its volume \(\Omega\) and that the material cannot yield. Pressure then builds up at the cold end. Moving an atom through a pressure difference \(\Delta p\) costs the work \(\Omega\,\Delta p\), which over the height \(L\) corresponds to an opposing force \(\Omega\,\Delta p/L\). It balances the thermal force when

\[
\Delta p=\frac{|F_{\rm th}|L}{\Omega}
=\frac{60\times1.602\times10^{-19}\times10^{-4}}{0.03\times10^{-27}}\ \mathrm{Pa}
\approx32\ \mathrm{MPa},
\]

for \(\Omega=0.03\ \mathrm{nm^3}\). A pressure difference of this size would stop the drift at uniform concentration. Pressure that comes only from the arriving atoms stays below it, because their enrichment at the cold end also drives back-diffusion, which carries part of the balance. A high-lead solder at \(500\ \mathrm K\) is not far below its melting point and creeps easily, so it is unlikely to hold such a pressure for long. When creep relieves part of the pressure, the opposing force is smaller and more atoms collect at the cold end. The concentration profile (7) is reached only if the pressure difference disappears.

The numerical output below lists the inputs and the computed values.

## Table of computed values

```
INPUTS
diffusion coefficient D = 1.0e-13 m^2/s
heat of transport Q* = 0.30 eV
temperature T = 500 K
temperature gradient G = 1.0e+05 K/m
DRIFT SPEED (negative = to the cold side)
Boltzmann constant k = 8.61733e-05 eV/K
kT = 0.04309 eV
Q*/kT = 6.9627 (no unit)
G/T = 200.0 1/m
Q* G/(k T^2) = 1392.5 1/m
drift velocity v, formula = -1.3925e-10 m/s
drift velocity v, formula = -0.1393 nm/s
drift velocity v, jump rates = -0.1393 nm/s
thermal force = -60.0 eV/m
HOPPING MODEL (rough parameters)
jump length = 0.30 nm
energy at start, saddle, arrival = 0.5, 0.1, 0.2 eV
activation energy E = 0.80 eV
bias per jump Q* G a/(k T^2) = 4.18e-07 (no unit)
tagged-atom mean velocity, formula = 0.2321 nm/s
tagged-atom velocity, jump rates = 0.2321 nm/s
CLOSED LAYER
layer height L = 100 um
end temperatures = 495.0 and 505.0 K
test duration = 600 s
|v| times duration = 83.55 nm
crossed to cold half, chain = 83.59 nm
tagged-atom shift, formula = 139.25 nm
tagged-atom shift, chain = 139.41 nm
|v| L/D = 0.1393 (no unit)
steady c_cold/c_hot at the ends = 1.1494 (no unit)
first/last cell ratio, formula = 1.1486 (no unit)
first/last cell ratio, chain = 1.1486 (no unit)
relaxation time L^2/(pi^2 D) = 10132 s
relaxation time, chain = 10171 s
NEGLECTED EFFECTS (rough parameters)
v at cold end = -0.1178 nm/s
v at hot end = -0.1641 nm/s
current density = 1.0e+04 A/cm^2
resistivity = 20 microohm cm
effective charge number = 10 (no unit)
electromigration force = 200 eV/m
electromigration speed = 0.464 nm/s
electromigration/thermal = 3.33 (no unit)
atomic volume = 0.030 nm^3
balancing stress difference over L = 32.0 MPa
```
